\section*{The DFT-1/2 Self-Energy as an Expectation Value of a Potential Difference, part 2}

How far does an atomic eigenvalue shift when half an electron is removed, and how well does an expectation value give that shift? Hartree atomic units are used. The occupation $f$ of the last electron in state $\alpha$ is 1 for the atom, $\tfrac12$ for the half-ion and 0 for the ion. At each $f$, the relaxed, normalized real orbital obeys $H_f\psi_f=\varepsilon(f)\psi_f$, with $H_f=t+V_f$, $t=-\tfrac12\nabla^2$ and $V_f$ the radial, spin-restricted Kohn--Sham potential. The solutions are assumed smooth in $f$, and a prime means $d/df$.

The density is $n=\sum_i q_i n_i$, with $q_i$ electrons in shell $i$ and $n_i$ the spherically averaged orbital density. Only $q_\alpha$ varies, with $q_\alpha'=1$. Define $V_S=V_1-V_{1/2}$, $S=\varepsilon(1)-\varepsilon(\tfrac12)$ and $\sigma=\tfrac12\varepsilon'(1)$.

For the total energy $E(f)$, $dE/df=\varepsilon(f)$. This gives the half-occupation rule $E(1)-E(0)=\varepsilon(\tfrac12)$, exact for linear $\varepsilon(f)$, when also $S=\sigma$. In general,
\begin{equation}
E(1)-E(0)=\varepsilon(\tfrac12)+\frac{1}{24}\varepsilon''(\tfrac12)+\cdots .
\label{mid}
\end{equation}
Lemma 3 states $\varepsilon'=\langle\psi_f|V_f'|\psi_f\rangle$: the orbital-derivative terms cancel because the norm is fixed. If $\langle\psi_{1/2}|\psi_1\rangle\ne0$, then exactly
\begin{equation}
S=\frac{\langle\psi_{1/2}|V_S|\psi_1\rangle}{\langle\psi_{1/2}|\psi_1\rangle}.
\label{identity}
\end{equation}
The working formula of DFT-1/2 is
\begin{equation}
S\simeq\int n_\alpha(\mathbf r)\,V_S(\mathbf r)\,d^3r .
\label{working}
\end{equation}

Two parts of the theorem remain to be proved. Part (b) says that this formula omits a remainder $R$ of second order in the orbital change. Part (c) says that, if $\alpha$ is the lowest state of its angular momentum in both potentials, the expectation values of $V_S$ in $\psi_1$ and $\psi_{1/2}$ bound $S$ from below and above.

The example is neon in the spin-restricted local density approximation (LDA), with an electron removed from 2p or 1s. In the final listing, "frozen S" is the half-slope at $f=1$ with all orbitals held in their atomic form.

\subsection{Proof of part (b): the expectation value and its remainder}

Take the expectation value of $H_{1/2}=H_1-V_S$ in the orbital of the atom:
\begin{equation}
\langle\psi_1|H_{1/2}|\psi_1\rangle=\varepsilon(1)-\langle\psi_1|V_S|\psi_1\rangle .
\end{equation}
Subtract $\varepsilon(\tfrac12)$ from both sides and use the definition of $S$:
\begin{equation}
S=\langle\psi_1|V_S|\psi_1\rangle+R,\qquad
R=\langle\psi_1|H_{1/2}-\varepsilon(\tfrac12)|\psi_1\rangle .
\label{main}
\end{equation}
To see the order of $R$, split $\psi_1$ into its component along $\psi_{1/2}$ and a normalized function $\chi$ orthogonal to it:
\begin{equation}
\psi_1=\cos\theta\,\psi_{1/2}+\sin\theta\,\chi .
\end{equation}
The operator $H_{1/2}-\varepsilon(\tfrac12)$ gives zero when it acts on $\psi_{1/2}$, to the right or to the left. The direct term in $\cos^2\theta$ and both cross terms vanish, leaving
\begin{equation}
R=\sin^2\theta\,\langle\chi|H_{1/2}-\varepsilon(\tfrac12)|\chi\rangle .
\label{theta}
\end{equation}
The angle $\theta$ measures how far the orbital has changed, and $R$ is quadratic in it. This proves part (b). $\square$

The same argument holds for the removal of any charge $\delta$ in place of $\tfrac12$. Since the orbital changes smoothly, $\theta$ is proportional to $\delta$ for small $\delta$, and $R$ is then proportional to $\delta^2$. Doubling $\delta$ from 0.05 to 0.10 should multiply $R$ by about four. The computed factors are 4.04 for neon 2p and 3.99 for neon 1s.

\subsection{Remark: linearity does not remove the remainder}

It is tempting to regard the expectation value as a further consequence of linear $\varepsilon(f)$. It is a separate approximation. To show this, expand for small $\delta$ around the atom. Differentiating the norm of a real orbital gives $\langle\psi|\psi'\rangle=0$. Differentiating the Kohn--Sham equation gives
\begin{equation}
(V'-\varepsilon')\psi+(H-\varepsilon)\psi'=0 .
\end{equation}
Project this on $\psi'$. The term with $\varepsilon'$ drops out by orthogonality, so
\begin{equation}
\langle\psi'|V'|\psi\rangle=-D,\qquad D=\langle\psi'|H-\varepsilon|\psi'\rangle .
\end{equation}
Now differentiate $\varepsilon'=\langle\psi|V'|\psi\rangle$ once more:
\begin{equation}
\varepsilon''=\langle\psi|V''|\psi\rangle+2\langle\psi'|V'|\psi\rangle
=\langle\psi|V''|\psi\rangle-2D .
\label{curv}
\end{equation}
To leading order the orbital changes by $\delta\,\psi'$, and therefore $R=\delta^2D$. Linearity requires $\varepsilon''=0$, which means $\langle\psi|V''|\psi\rangle=2D$. It does not require $D=0$. The two terms in (\ref{curv}) can balance while the orbital still changes and $R$ stays finite.

For neon 2p both terms can be estimated. The last three tabulated eigenvalues, spaced by $\tfrac14$, give a value centred at $f=\tfrac34$, which serves only as a rough estimate for the atom. In hartree it is
\begin{equation}
\varepsilon''\approx16\,[-0.49804+2(0.65798)-0.82744]\approx-0.15 .
\end{equation}
With $\delta=\tfrac12$ and $R=0.0028$ Ha, the leading-order relation gives $2D\approx2(0.0028)/0.25\approx0.02$ Ha. Equation (\ref{curv}) then assigns about $-0.13$ Ha to $\langle\psi|V''|\psi\rangle$. Evaluated at the atom itself, the curvature is somewhat larger: $\varepsilon''=-0.164$, $2D=0.020$ and $\langle\psi|V''|\psi\rangle=-0.143$ Ha, the last consisting of $-0.154$ Ha from the Hartree potential and $+0.010$ Ha from exchange and correlation. Within this estimate, the term $\langle\psi|V''|\psi\rangle$ carries most of the bending of $\varepsilon(f)$ and the explicit term $-2D$ much less. This does not make the change of the orbital unimportant. The Hartree potential is linear in the density, so its part of $V''$ is the potential of $n''=2n_\alpha'+\sum_i q_i n_i''$, which vanishes if the orbitals are frozen. The change of the 2p orbital thus enters twice: directly through $D$, and through the density of the whole 2p shell in $V''$.

One may also ask when $R$ is strictly zero because the orbital does not change. If $\psi_1=\psi_{1/2}=\psi$, subtracting the two Kohn--Sham equations gives
\begin{equation}
V_S(\mathbf r)\,\psi(\mathbf r)=S\,\psi(\mathbf r).
\end{equation}
Then $V_S$ must equal the constant $S$ wherever the orbital is nonzero. A finite atom cannot satisfy this, since its $V_S$ falls off with distance. The frozen orbital is thus an approximation, and it is good when $V_S$ varies too weakly over the orbital to deform it much.

\subsection{Proof of part (c): bounds}

Let $\alpha$ be the lowest state of its angular momentum. In (\ref{theta}) the function $\chi$ has the same angular momentum, so its energy in $H_{1/2}$ is not below $\varepsilon(\tfrac12)$. Hence $R\ge0$, which is the lower bound
\begin{equation}
\langle\psi_1|V_S|\psi_1\rangle\le S .
\end{equation}
For the upper bound, use $\psi_{1/2}$ as a trial function for the atom. The variational principle gives
\begin{equation}
\varepsilon(1)\le\langle\psi_{1/2}|H_{1/2}+V_S|\psi_{1/2}\rangle
=\varepsilon(\tfrac12)+\langle\psi_{1/2}|V_S|\psi_{1/2}\rangle .
\end{equation}
Subtracting $\varepsilon(\tfrac12)$ completes the proof. $\square$

For a state such as 2s, $\chi$ may contain the lower 1s state. The sign of $R$ is then not fixed by this argument, although (\ref{main}) and its second-order character still hold.

The mean of the two expectation values is more accurate than either bound when $V_S$ acts as a weak perturbation. Connect the two Hamiltonians by $H_{1/2}+\lambda V_S$ with $0\le\lambda\le1$, and let $e(\lambda)$ be the eigenvalue that joins $\varepsilon(\tfrac12)$ to $\varepsilon(1)$. Its slope $g(\lambda)=de/d\lambda$ is the expectation value of $V_S$ in the orbital at $\lambda$, by the argument of Lemma 3. Two integrations by parts give
\begin{equation}
S=\int_0^1g\,d\lambda=\frac{g(0)+g(1)}{2}-\frac12\int_0^1\lambda(1-\lambda)\frac{d^2g}{d\lambda^2}\,d\lambda .
\end{equation}
The end values $g(0)$ and $g(1)$ are the upper and lower bounds. The last term contains the third derivative of $e$, which is of third order in $V_S$ at leading order. The second-order errors of the two bounds cancel in the mean.

\subsection{The shape of the potential difference}

$V_S$ is the potential that half an electron contributes, including the rearrangement of the others. Integrating the response of the potential over the missing half gives
\begin{equation}
V_S(\mathbf r)=\int_{1/2}^{1}\frac{dV_f(\mathbf r)}{df}\,df .
\end{equation}
The factor $\tfrac12$ of the self-energy is already contained in the length of this interval. The expectation value of $V_S$ must therefore not be halved again.

Far from the nucleus the atom and half-ion differ by half an electron of enclosed charge. The Hartree potentials then differ by $1/(2r)$. In the LDA the exchange-correlation potential follows the local density and dies out with it. Hence
\begin{equation}
V_S(r)\to\frac{1}{2r}\qquad(r\to\infty).
\label{tail}
\end{equation}
The sign is positive because the half-ion attracts an electron more strongly, so $V_{1/2}$ lies below $V_1$. For neon 2p, $V_S$ is 0.376 Ha at 0.5 bohr, 0.328 Ha at 1 bohr and 0.110 Ha at 4 bohr. The product $rV_S$ is 0.44 at 4 bohr and 0.500 at 20 bohr. The deficit at 4 bohr is almost entirely exchange-correlation: the Hartree part of $rV_S$ is already 0.4995 there and the exchange-correlation part is $-0.059$. The LDA potential varies roughly as $n^{1/3}$ and so dies out much more slowly than the density itself.

\subsection{Neon in numbers}

The calculation uses Slater exchange and VWN correlation in a finite Gaussian basis. At the basis limit the 2p eigenvalues quoted to five decimals move by about $10^{-5}$ Ha, while $S$, its bounds and $R$ are unchanged in the digits shown. For 2p, the shift is
\begin{equation}
S=-0.49804+0.82744=0.3294\ \text{Ha}=8.96\ \text{eV}.
\end{equation}
The expectation value in the atomic orbital is 0.3266 Ha, and that in the half-ion orbital is 0.3319 Ha. They enclose $S$ as part (c) requires. The remainder is
\begin{equation}
R=0.3294-0.3266=0.0028\ \text{Ha},
\end{equation}
or 0.9\% of $S$. The mean of the two bounds is 0.3292 Ha, which reduces the error to about 0.0002 Ha.

The half-slope $\sigma=0.310$ Ha is 6\% below $S$. The reason is the curvature of $\varepsilon(f)$. Expansion about the atom gives
\begin{equation}
S=\sigma-\frac18\varepsilon''(1)+\cdots ,
\end{equation}
and the estimate $\varepsilon''\approx-0.15$ Ha, taken at $f=\tfrac34$ rather than at the atom, supplies about 0.02 Ha, the size of the observed difference. Expanding $V_S$ in the same way gives $\langle\psi_1|V_S|\psi_1\rangle=\sigma-\tfrac18\langle\psi|V''|\psi\rangle+\cdots$. The expectation value thus includes the part of the curvature that comes from the potential, about $-0.13$ of the $-0.15$ Ha, whereas the slope at the atom includes none of it. Equation (\ref{working}) is therefore closer to $S$ than $\sigma$ is in this example, although strict linearity would make $S$ and $\sigma$ equal.

With the expectation value as the correction, the estimated energy difference is
\begin{equation}
\varepsilon(1)-\langle\psi_1|V_S|\psi_1\rangle=-0.4980-0.3266=-0.8246\ \text{Ha}.
\end{equation}
The spin-restricted LDA total energies give $-0.8334$ Ha, or $-22.68$ eV. The error of 0.0088 Ha is 1.1\% of that difference. It is the sum of two parts with the same sign: 0.0060 Ha from the half-occupation rule and 0.0028 Ha from $R$.

For 1s the shift is larger, $S=1.794$ Ha or 48.8 eV, and the expectation value is 1.787 Ha. The remainder of 0.0075 Ha is 0.4\% of $S$. Relative to its slope, the 1s eigenvalue is the more linear of the two. Between the quarter $0\le f\le\tfrac14$ and the quarter $\tfrac34\le f\le1$, the mean slope of $\varepsilon(f)$ falls from 3.67 to 3.56 Ha for 1s, a change of 3\%. For 2p it falls from 0.75 to 0.64 Ha, a change of 14\%. In absolute terms the slope changes by about 0.11 Ha in both cases, and the half-occupation rule misses by 0.0064 Ha for 1s and 0.0060 Ha for 2p. The smaller percentage for 1s reflects its larger slope.

These figures, together with the bounds and the identity (\ref{identity}), can be followed in the numerical check. They measure agreement with spin-restricted LDA total energies, not with experiment. The restriction matters for the open-shell ion: letting the ion with the 2p hole spin-polarize lowers its energy by about 0.018 Ha, which is more than the error of 0.0088 Ha analysed above.

\subsection{Using the potential, and where the result stops}

Subtracting $V_S$ from the potential of the atom gives
\begin{equation}
H_1-V_S=H_{1/2},
\end{equation}
whose eigenvalue for the state $\alpha$ is $\varepsilon(\tfrac12)$. The correction thus lowers the occupied level by $S$. This statement holds with $V_1$ kept fixed. If the density of the neutral atom is made self-consistent again in the presence of $-V_S$, then $V_1$ changes too, and the equality no longer follows.

In a crystal, one such potential would be placed on each atom. The tail (\ref{tail}) prevents a direct sum. With $\rho$ atoms per unit volume, the contribution from distances up to $R_{\max}$ grows as
\begin{equation}
\int^{R_{\max}}\frac{1}{2r}\,4\pi r^2\rho\,dr\simeq\pi\rho R_{\max}^2 .
\end{equation}
This growing part is the same at every point, and potential differences within a cell converge, so a neutralizing background would also make the sum finite. The divergence alone therefore does not force a cutoff. What would remain, however, is the unscreened tail of every atom acting on the orbitals of its neighbours. DFT-1/2 instead trims $V_S$ to a finite range by a factor $\Theta(r)$ that is one near the nucleus and zero far away. In the atomic orbital, trimming removes
\begin{equation}
\int n_\alpha(\mathbf r)V_S(\mathbf r)\,[1-\Theta(r)]\,d^3r
\end{equation}
from the expectation value. This loss is small if the orbital lies well inside the range. The theorem concerns one atom and does not determine $\Theta$, nor does it show that a hole in the crystal has atomic size.

The derivation also needs a smooth branch of solutions. A jump of the exchange-correlation potential along the path would invalidate the expansion in $f$. Smoothness alone does not make the working formula accurate. If the state $\alpha$ changes its character between atom and half-ion, for instance by strong mixing with a nearby level of the same symmetry, (\ref{identity}) and (\ref{main}) still hold, but the overlap may be small and $\theta$ large, so that $R$ is no longer a small correction. Where the branch is smooth and the orbital changes little, the expectation value of $V_S$ gives the shift to the half-ion. How well that shift gives the removal energy is a separate matter, decided by how far $\varepsilon(\tfrac12)$ lies from the mean of $\varepsilon(f)$ over $0\le f\le1$. Linearity is sufficient for the two to agree, and otherwise the leading error is the curvature term in (\ref{mid}).

\section*{Numbers as computed}
\begin{verbatim}
Neon, spin-restricted LDA (Slater exchange, VWN correlation)
total energy, radial program: -128.23327 Ha
total energy, 3D program: -128.23328 Ha
--- state 2p ---
eps(f=0.00): -1.19278 Ha
eps(f=0.25): -1.00584 Ha
eps(f=0.50): -0.82744 Ha
eps(f=0.75): -0.65798 Ha
eps(f=1.00): -0.49804 Ha
E(1)-E(0): -0.83341 Ha = -22.678 eV
E(1)-E(0)-eps(1/2): -0.00598 Ha
curvature estimate of that error: -0.00599 Ha
dE/df at f=1/2, finite difference: -0.82744 Ha
half-slope (1/2)deps/df at f=1: 0.30993 Ha
half-slope from Hellmann-Feynman: 0.30993 Ha
S = eps(1)-eps(1/2): 0.32940 Ha = 8.963 eV
transition identity: 0.32940 Ha
<V_S> in atom orbital: 0.32658 Ha = 8.887 eV
<V_S> in half-ion orbital: 0.33188 Ha
mean of the two: 0.32923 Ha
remainder R: 0.00282 Ha
R(0.10 removed)/R(0.05 removed): 4.041
frozen S, Hartree part: 0.47992 Ha
frozen S, xc part: -0.01746 Ha
frozen S, total: 0.46247 Ha
--- state 1s ---
eps(f=0.00): -33.93219 Ha
eps(f=0.25): -33.01371 Ha
eps(f=0.50): -32.10005 Ha
eps(f=0.75): -31.19616 Ha
eps(f=1.00): -30.30578 Ha
E(1)-E(0): -32.10647 Ha = -873.662 eV
E(1)-E(0)-eps(1/2): -0.00642 Ha
curvature estimate of that error: -0.00631 Ha
dE/df at f=1/2, finite difference: -32.10005 Ha
half-slope (1/2)deps/df at f=1: 1.76513 Ha
half-slope from Hellmann-Feynman: 1.76513 Ha
S = eps(1)-eps(1/2): 1.79427 Ha = 48.825 eV
transition identity: 1.79427 Ha
<V_S> in atom orbital: 1.78675 Ha = 48.620 eV
<V_S> in half-ion orbital: 1.80168 Ha
mean of the two: 1.79422 Ha
remainder R: 0.00752 Ha
R(0.10 removed)/R(0.05 removed): 3.990
frozen S, Hartree part: 2.96329 Ha
frozen S, xc part: -0.26321 Ha
frozen S, total: 2.70008 Ha
--- V_S of 2p ---
r=0.5 bohr: V_S=0.37619 Ha, r*V_S=0.1881
r=1.0 bohr: V_S=0.32840 Ha, r*V_S=0.3284
r=2.0 bohr: V_S=0.21337 Ha, r*V_S=0.4267
r=4.0 bohr: V_S=0.11007 Ha, r*V_S=0.4403
r=20.0 bohr: V_S=0.02500 Ha, r*V_S=0.5000
\end{verbatim}
